# Subband lowering by oxide penetration in a triangular well

## The shifts to be explained

An electron is held against an oxide by a potential energy that rises at 50 meV/nm. The oxide barrier is 3000 meV high, the mass in the oxide is 0.50 electron masses and the mass in the semiconductor is 0.90. Replacing an impenetrable oxide by this finite barrier lowers the first subband by 4.48 meV and the tenth by 4.74 meV, although the tenth lies more than five times higher in energy. With a semiconductor mass of 0.20 the same two shifts are 19.6 and 18.4 meV.

Two features need an explanation: the shift hardly depends on the subband, and it depends strongly on the semiconductor mass even though the decay constant in the oxide is nearly the same. Both follow from

$$E_n\simeq E_n^0-F\lambda,\qquad \lambda=\frac{m_o}{m_s}\frac1\kappa .$$

Here $E_n^0$ is the level with a hard wall, $F$ is the slope of the potential energy, and $1/\kappa$ is the decay length of the wavefunction in the oxide. The masses $m_s$ and $m_o$ belong to semiconductor and oxide. The approximation holds for subbands well below the barrier top, provided $m_o/m_s$ is not large; a two-sided bound below says how well. For the tenth subband of the light mass it is poor, and the shift there stays near the common value partly because two corrections cancel.

## Model and interface condition

The semiconductor occupies $z>0$ with potential energy $Fz$, where $F>0$ is the elementary charge times the field strength. The oxide occupies $z<0$ with constant potential energy $V_0$, and is thick enough for the wavefunction to decay fully. Both bands are parabolic, the in-plane wavevector is zero, and the image force is omitted. The well is fixed: it does not respond to the change in charge density. The Hamiltonian with a position-dependent mass gives

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi .$$

Integrate this from $-\epsilon$ to $+\epsilon$. The terms with $V$ and $E$ are finite and vanish as $\epsilon\to0$, so $\psi'/m$ is continuous. Together with continuity of $\psi$, this is the BenDaniel-Duke condition.

For $E<V_0$ the decaying oxide solution is

$$\psi=Ce^{\kappa z},\qquad \kappa(E)=\frac{\sqrt{2m_o(V_0-E)}}{\hbar}.$$

Hence $\psi'(0^-)=\kappa\psi(0)$, and the interface condition gives

$$\frac{\psi'(0^+)}{m_s}=\frac{\kappa\psi(0)}{m_o}
\quad\Longrightarrow\quad
\psi(0)=\lambda\,\psi'(0^+),\qquad
\lambda(E)=\frac{m_o}{m_s\kappa}=\frac{\hbar}{m_s}\sqrt{\frac{m_o}{2(V_0-E)}} .$$

The tangent to the semiconductor wavefunction at the interface is $\psi(0)+z\psi'(0^+)$, which vanishes at $z=-\lambda$. The oxide therefore acts approximately like a hard wall displaced by $\lambda$. With $y=z+\lambda$, the continued potential is $Fz=Fy-F\lambda$: the same triangular well, lowered by $F\lambda$. The length $\lambda$ describes the semiconductor side of the wavefunction, and it differs from the physical decay length $1/\kappa$ by the mass ratio.

## Exact matching condition

To find the error of the displaced-wall picture, define

$$L=\left(\frac{\hbar^2}{2m_sF}\right)^{1/3},\qquad x=\frac zL-\frac{E}{FL}.$$

Since $Fz-E=FLx$, the semiconductor equation becomes

$$\frac{d^2\psi}{dx^2}=\frac{2m_sL^2}{\hbar^2}(Fz-E)\psi
=\frac{2m_sFL^3}{\hbar^2}\,x\psi=x\psi .$$

Its decaying solution is $\mathrm{Ai}(x)$. A hard wall requires $\mathrm{Ai}(-E/FL)=0$, so $E_n^0=FLa_n$, where $-a_n$ are the zeros of $\mathrm{Ai}$.

For the finite barrier write $E=FL(a_n-\delta)$. The lowering is then $E_n^0-E=FL\delta$, and the interface lies at $x=-a_n+\delta$. Because $d/dz=L^{-1}d/dx$, the condition $\psi(0)=\lambda\psi'(0^+)$ reads

$$u\equiv\frac{\mathrm{Ai}(x)}{\mathrm{Ai}'(x)}=s,\qquad s=\frac{\lambda(E)}L,\qquad x=-a_n+\delta .$$

For $x\ge0$ the function $\mathrm{Ai}$ is positive and falling, so $u<0$. Since $s>0$, a level must have $x<0$ at the interface, which means $E>0$. Differentiating $u$ and using $\mathrm{Ai}''=x\mathrm{Ai}$ gives

$$\frac{du}{dx}=1-\frac{\mathrm{Ai}\,\mathrm{Ai}''}{(\mathrm{Ai}')^2}=1-xu^2 .$$

For $x<0$ this is positive. Starting from $u=0$ at $x=-a_n$, $u$ rises to infinity at the next zero of $\mathrm{Ai}'$, at $x=-a_n'$ with $0<a_n'<a_n$. Over the same interval $E$ falls, $\kappa$ grows and $s$ decreases. If $E_n^0<V_0$, the difference $u-s$ thus rises steadily from a negative value to infinity and has one root. Each hard-wall level below the barrier top is paired with one lowered level.

## Two-sided bound

On the interval containing the root, $0<-x<a_n$ and $u>0$. Since $du/d\delta=du/dx$,

$$1<\frac{du}{d\delta}<1+a_nu^2 .$$

Integrating the left inequality from $\delta=0$, where $u=0$, gives $u>\delta$. Dividing the right one by $1+a_nu^2$ and integrating gives $\arctan(\sqrt{a_n}\,u)/\sqrt{a_n}<\delta$. At the root $u=\lambda/L$, so

$$\frac{1}{\sqrt{a_n}}\arctan\left(\frac{\sqrt{a_n}\,\lambda}{L}\right)<\delta<\frac{\lambda}{L}.$$

Now introduce the wavenumber at the wall,

$$k_n^2=\frac{2m_sE_n^0}{\hbar^2}=\frac{2m_sFL}{\hbar^2}a_n=\frac{a_n}{L^2}.$$

Multiplication by $FL$ gives

$$\boxed{\frac{F}{k_n}\arctan(k_n\lambda)<E_n^0-E_n<F\lambda,\qquad \lambda=\lambda(E_n).}$$

For positive $y$, $\arctan y>y-y^3/3$. The lowering therefore falls short of $F\lambda$ by less than the fraction $(k_n\lambda)^2/3$ of $F\lambda$. Inserting the definitions,

$$(k_n\lambda)^2=\frac{2m_sE_n^0}{\hbar^2}\,\frac{m_o^2}{m_s^2}\,\frac{\hbar^2}{2m_o(V_0-E_n)}
=\frac{m_o}{m_s}\frac{E_n^0}{V_0-E_n}.$$

A small ratio of level energy to barrier height is thus not sufficient by itself: a large $m_o/m_s$ weakens the approximation.

There is also a ceiling that does not involve $\lambda$. The root lies below $\delta=a_n-a_n'$, so the lowering is less than $FL(a_n-a_n')$. The linear law must fail when $\lambda$ becomes comparable with $L(a_n-a_n')$.

## Leading corrections and the trend with subband

With $x=-a_n+\delta$, the equation for $u$ is $du/d\delta=1+(a_n-\delta)u^2$. Insert $u=\delta+c_2\delta^2+c_3\delta^3+c_4\delta^4+\cdots$. Equal powers of $\delta$ give $2c_2=0$, $3c_3=a_n$ and, since $c_2=0$, $4c_4=-1$. Hence

$$u=\delta+\frac{a_n}{3}\delta^3-\frac{\delta^4}{4}+O(\delta^5).$$

Setting $u=s$ and replacing $\delta$ by $s$ in the small terms changes the result only at order $s^5$:

$$\delta=s-\frac{a_n}{3}s^3+\frac{s^4}{4}+O(s^5).$$

The absence of a term in $s^2$ is why the displaced wall works well. In physical units,

$$E_n^0-E_n=F\lambda\left[1-\frac{(k_n\lambda)^2}{3}+\frac{\lambda^3}{4L^3}+\cdots\right].$$

This still contains $\lambda(E_n)$. Let $\lambda_0=\lambda(0)$, which is the same for all subbands of one mass. Then

$$\lambda(E_n)=\lambda_0\left(1-\frac{E_n}{V_0}\right)^{-1/2}
=\lambda_0\left(1+\frac{E_n}{2V_0}+\cdots\right).$$

For a fixed subband and a high barrier, $E_n$ may be replaced by $E_n^0$ in the correction, and $(k_n\lambda)^2$ by $(m_o/m_s)E_n^0/V_0$. The changes this makes, and the term in $\lambda^3$, are of relative order $V_0^{-3/2}$ or smaller. Therefore

$$E_n^0-E_n=F\lambda_0\left[1+\frac{E_n^0}{V_0}\left(\frac12-\frac{m_o}{3m_s}\right)+O(V_0^{-3/2})\right].$$

Two effects compete. A higher level decays more slowly in the oxide, which increases the shift. Its wavefunction also bends more strongly near the interface, which reduces the shift below that of the displaced wall. To this order the shift grows with $n$ if $m_o/m_s<3/2$ and falls if $m_o/m_s>3/2$. Tests on the three lowest levels of both masses, with the barrier raised a hundredfold, confirm the coefficient.

## Why the first-order shift is common

The common shift can also be traced to the force on the wall. Let $\psi_0$ be a normalized hard-wall state and $\psi$ the corresponding state with penetration. Multiply the equation for $\psi$ by $\psi_0$ and that for $\psi_0$ by $\psi$, subtract, and integrate over the semiconductor:

$$(E-E^0)\int_0^\infty\psi_0\psi\,dz
=-\frac{\hbar^2}{2m_s}\Big[\psi_0\psi'-\psi\psi_0'\Big]_0^\infty
=-\frac{\hbar^2}{2m_s}\psi(0)\psi_0'(0).$$

The upper limit vanishes, and so does $\psi_0(0)$. To first order in $\lambda$ the overlap is one and $\psi(0)=\lambda\psi_0'(0)$, so

$$E^0-E\simeq\lambda\,\frac{\hbar^2}{2m_s}|\psi_0'(0)|^2 .$$

To evaluate the slope, take any smooth well $V(z)$ that is finite at the wall. Multiply the hard-wall equation by $\psi_0'$ and integrate. The kinetic term gives $+(\hbar^2/4m_s)|\psi_0'(0)|^2$. In the other term, $\psi_0\psi_0'=\tfrac12(\psi_0^2)'$, and integration by parts leaves $-\tfrac12\int V'\psi_0^2\,dz$, because $\psi_0$ vanishes at both ends. Their sum is zero:

$$\frac{\hbar^2}{2m_s}|\psi_0'(0)|^2=\int_0^\infty V'(z)\psi_0^2\,dz=\langle V'\rangle .$$

The wall must balance the mean force of the well. In a triangular well $V'=F$ everywhere, so the result is $F$ for every subband. In a curved well that is held fixed, the first-order lowering is $\lambda\langle V'\rangle$. It then differs between subbands because they sample different parts of the field. This does not carry over to a well curved by its own inversion charge, because the response of that charge is also of first order in $\lambda$. Take a fixed sheet charge, a uniform depletion field and a single $\lambda$: the charge and its field move with the displaced wall, so all levels, measured from the band edge at the interface, fall by about $\lambda F_s$, where $F_s$ is the slope at the interface. This is larger than $\lambda\langle V'\rangle$ and again common to the subbands. With occupied ladders of different $\lambda$, or at fixed gate voltage, the self-consistent problem must be solved.

## Worked numbers

Take $\hbar^2/2m_e=38.10$ meV nm², with masses in units of $m_e$. These are round model parameters, and both mass ladders are given the same barrier and oxide mass. They are not predictions for a real interface: parabolic bands are not reliable for the tenth levels, 0.6 to 1 eV above the band edge, nor 3 eV inside the oxide gap, and the BenDaniel-Duke condition, which fixes the mass ratio in $\lambda$, follows from the chosen Hamiltonian and need not hold between two dissimilar materials. For $m_s=0.90$,

$$L=\left(\frac{38.10}{0.90\times50}\right)^{1/3}=0.946\ \text{nm},\qquad FL=47.30\ \text{meV}.$$

With $a_1=2.3381$ this gives $E_1^0=110.60$ meV. At zero energy,

$$\kappa_0=\sqrt{\frac{0.50\times3000}{38.10}}=6.275\ \text{nm}^{-1},\qquad
\lambda_0=\frac{0.50}{0.90\times6.275}=0.0885\ \text{nm}.$$

The simplest estimate is $F\lambda_0=4.43$ meV. The trend formula multiplies it by $1+(110.6/3000)\times0.3148=1.0116$, giving 4.48 meV. Matching the wavefunctions gives 4.477 meV, or $1.645\times10^{-4}$ hartree, inside the bounds 4.476 and 4.507 meV.

For $m_s=0.20$, $\lambda_0=0.398$ nm and $F\lambda_0=19.9$ meV. The matched first-level shift is 19.56 meV, or $7.187\times10^{-4}$ hartree. All shifts below are in meV.

| $m_s$ | $n$ | matched | $F\lambda(E_n)$ | $(k_n\lambda)^2/3$ |
|---|---:|---:|---:|---:|
| 0.90 | 1 | 4.48 | 4.51 | 0.007 |
| 0.90 | 3 | 4.55 | 4.63 | 0.018 |
| 0.90 | 10 | 4.74 | 4.95 | 0.047 |
| 0.20 | 1 | 19.56 | 20.49 | 0.054 |
| 0.20 | 3 | 19.11 | 21.45 | 0.139 |
| 0.20 | 10 | 18.35 | 24.30 | 0.414 |

In the table the heavy-mass shifts grow with $n$ and the light-mass shifts fall, in agreement with the trend coefficients $0.315$ and $-0.333$. The trend is only the leading one: nearer the barrier top the light-mass shift passes a minimum of 17.7 meV at $n=30$ and rises again, and for this barrier the ratio at which the first two shifts are equal is 1.53 rather than $3/2$. In the last row $F\lambda(E_n)$ exceeds the matched shift by 32% of that shift. The constant estimate $F\lambda_0$ is only about 9% too high there, because the slower decay and the stronger bending partly cancel. That agreement does not mean the expansion parameter is small.

Spacings within a ladder barely change: for the heavy mass, $E_2-E_1$ goes from 82.77 to 82.73 meV. The separation between the two ladder minima falls from 71.99 to 56.91 meV, since the light ladder drops further. Penetration can therefore matter for the relative occupation of ladders even when it is negligible for spacings within one.

Had $\psi'$ been taken as continuous, the length would have been $1/\kappa$, and the estimate $F/\kappa_0=7.97$ meV would have applied to both masses. This is too large for the heavy mass and too small for the light one.

Doubling $F$ raises the first shifts to 9.01 and 38.73 meV. The factors, 2.013 and 1.981, lie on opposite sides of two. Since $E_n^0\propto F^{2/3}$, the relative correction grows with the field, and its sign differs between the two masses.

## Implementation

For a quick estimate, evaluate $\lambda$ at $E_n^0$ and use $F\lambda$ if both $(k_n\lambda)^2/3$ and $F\lambda/[2(V_0-E_n^0)]$ are well below the relative error allowed. The second quantity estimates the error from evaluating $\lambda$ at $E_n^0$ instead of $E_n$. A better estimate is $(F/k_n)\arctan(k_n\lambda)$, with $\lambda$ updated at the new energy until it settles. Its leading error in $\delta$ is $s^4/4$, since the arctangent already contains the cubic term. For the levels in the table it lies within 0.08 meV of the matched shift. For the first light-mass level at doubled field the difference grows to 0.28 meV, out of a shift of 38.73 meV.

For the full matching condition, find the root of

$$G(\delta)=\mathrm{Ai}(-a_n+\delta)-\frac{\lambda(E)}{L}\mathrm{Ai}'(-a_n+\delta),\qquad E=FL(a_n-\delta),$$

between $\delta=0$ and $\delta=a_n-a_n'$. This form avoids the pole of $u$, and $G$ has opposite signs at the two ends.

On a grid of spacing $h$, place a node at the interface and assign the inverse mass to the intervals between nodes. Integrating the Hamiltonian over the cell around the interface node, and dividing by $h$, gives

$$-\frac{\hbar^2}{2h^2}\left[\frac{\psi_1-\psi_0}{m_s}-\frac{\psi_0-\psi_{-1}}{m_o}\right]+\frac{V_0}{2}\psi_0=E\psi_0 .$$

The factor one half appears because half the cell lies in the oxide, while the semiconductor potential starts from zero. The continuity of $\psi'/m$ is thereby built in. Diagonalization at $h=0.01$ nm and $h/2$, combined as $(4E_{h/2}-E_h)/3$ to remove the error in $h^2$, agrees with the matched shifts to about $10^{-6}$ meV. This measures numerical accuracy within the model, not the accuracy of the model for a device.

## Field inside the oxide

A biased oxide has a sloping potential, $V_0+F_{ox}z$ for $z<0$, which falls towards the gate. Let $w=\psi'/\psi$ in the oxide. From $\psi''=Q\psi$ follows

$$w'+w^2=Q,\qquad Q=\kappa^2+gz,\qquad g=\frac{2m_oF_{ox}}{\hbar^2}.$$

For a weak slope put $w=\sqrt Q+w_1$. To first order in $g$, $2\sqrt Q\,w_1=-(\sqrt Q)'=-g/(2\sqrt Q)$, so $w_1=-g/(4Q)$. At the interface $w=\kappa-g/(4\kappa^2)$. Since $\lambda=m_o/(m_sw)$ and $g/\kappa^2=F_{ox}/(V_0-E)$,

$$\frac{\Delta\lambda}{\lambda}\simeq\frac{g}{4\kappa^3}=\frac{F_{ox}}{4\kappa(V_0-E)} .$$

For $F_{ox}=150$ meV/nm and the first heavy level this is 0.21%. It predicts an extra lowering of 0.00948 meV; the grid gives 0.00935 meV with a hard gate wall 3 nm away. The flat-oxide approximation is therefore adequate for this level.

The gate wall keeps the state bound. If the electron can instead escape through the sloping barrier, the level becomes a resonance with a finite lifetime, which this treatment does not give. The weak-slope formula also fails when $F_{ox}/\kappa$ is no longer small compared with $V_0-E$. The numerical output gives the remaining levels and bounds.

## Numbers as computed

```
hbar^2/(2 m_e) = 38.0998 meV nm^2
force F = 50.0 meV/nm; barrier V0 = 3000 meV
oxide mass = 0.50 electron masses
Airy zeros a_1,a_2,a_3,a_10 (no unit) = 2.3381, 4.0879, 5.5206, 12.8288
kappa at E=0 = 6.2746 1/nm; 1/kappa = 0.1594 nm
F/kappa at E=0 (psi' continuous) = 7.969 meV
heavy ladder: m_s = 0.90 electron masses
 L = 0.9460 nm; F L = 47.301 meV
 lam0 = 0.0885 nm; F lam0 = 4.427 meV
 n=1: E0 = 110.596, E = 106.119 meV
  lowering = 4.477, grid 4.477 meV
  bounds = 4.476 to 4.507 meV; (k lam)^2/3 = 0.0071
 n=2: E0 = 193.366, E = 188.848 meV
  lowering = 4.517, grid 4.517 meV
  bounds = 4.516 to 4.573 meV; (k lam)^2/3 = 0.0127
 n=3: E0 = 261.130, E = 256.579 meV
  lowering = 4.551, grid 4.551 meV
  bounds = 4.550 to 4.629 meV; (k lam)^2/3 = 0.0176
 n=10: E0 = 606.818, E = 602.080 meV
  lowering = 4.739, grid 4.739 meV
  bounds = 4.737 to 4.952 meV; (k lam)^2/3 = 0.0469
 n=1 lowering = 1.645e-04 hartree
 n=1 lowering at 2F = 9.012 meV
 trend coefficient 1/2-m_o/(3m_s) = 0.3148 (no unit)
light ladder: m_s = 0.20 electron masses
 L = 1.5619 nm; F L = 78.093 meV
 lam0 = 0.3984 nm; F lam0 = 19.922 meV
 n=1: E0 = 182.589, E = 163.033 meV
  lowering = 19.557, grid 19.557 meV
  bounds = 19.483 to 20.486 meV; (k lam)^2/3 = 0.0536
 n=2: E0 = 319.239, E = 299.937 meV
  lowering = 19.303, grid 19.303 meV
  bounds = 19.234 to 20.999 meV; (k lam)^2/3 = 0.0985
 n=3: E0 = 431.116, E = 412.003 meV
  lowering = 19.112, grid 19.112 meV
  bounds = 19.048 to 21.449 meV; (k lam)^2/3 = 0.1388
 n=10: E0 = 1001.835, E = 983.481 meV
  lowering = 18.354, grid 18.354 meV
  bounds = 18.303 to 24.299 meV; (k lam)^2/3 = 0.4140
 n=1 lowering = 7.187e-04 hartree
 n=1 lowering at 2F = 38.733 meV
 trend coefficient 1/2-m_o/(3m_s) = -0.3333 (no unit)
tilted oxide: slope = 150 meV/nm, thickness 3 nm
 relative change of lam, heavy n=1 = 0.00210 (no unit)
 extra lowering: grid 0.00935, formula 0.00948 meV
largest grid-matching gap in lowering = 1.4e-06 meV
```
